# Vibrational Si-H bond breaking and its isotope effect after electronic excitation

Take a model silicon-hydrogen bond 3 eV deep and lift it suddenly into a repulsive electronic state that lives for 1 fs on average. Classical motion of the nuclei then breaks the bond in 3.4% of the excitations. Replace hydrogen by deuterium, leaving every force and the lifetime as they were, and the figure falls to 0.92%. The probability has dropped by a factor of 3.7, although the mass that moves has grown by a factor of 1.9 and the speed reached at a given point has fallen by a factor of 1.4. With a lifetime of 0.5 fs the same classical calculation gives a factor of 14.

The picture behind these numbers is that of Menzel, Gomer and Redhead. Let $x$ be the stretch of the bond from its equilibrium length and let $\mu=m\,m_{\rm Si}/(m+m_{\rm Si})$ be the reduced mass of an atom of mass $m$ vibrating against one silicon atom. In the electronic ground state the potential is $V_g(x)$, with $V_g(0)=0$ at the minimum and a steady rise for $x>0$ to the depth $D_e$ at large $x$. At $t=0$ an electron excites the bond to a state with potential $V_e(x)$, which falls steadily with $x$. The transition is vertical: it changes neither position nor momentum. For the present the bond starts at rest at $x=0$ and the nuclei move classically.

The excited state decays at a constant rate $1/\tau$, so the probability $S(t)$ that it is still present obeys $dS/dt=-S/\tau$ with $S(0)=1$. Hence $S=e^{-t/\tau}$, and the probability density of the moment of decay is

$$p(t)=-\frac{dS}{dt}=\frac{1}{\tau}e^{-t/\tau}.$$

Until the decay, energy conservation on the excited curve gives

$$\tfrac12\mu\dot x^2=V_e(0)-V_e(x).$$

The decay is vertical too. The bond returns to the ground curve at the point $x$ with this kinetic energy, and its total energy there is

$$E_g(x)=V_e(0)-V_e(x)+V_g(x).$$

Since $dE_g/dx=V_g'(x)-V_e'(x)$ and both terms are positive for $x>0$, $E_g$ rises all along the path. It starts from $E_g(0)=0$ and tends to $D_e+V_e(0)-V_e(\infty)$, which is larger than $D_e$. It therefore passes the value $D_e$ at one point $x_c$, reached at one time $t_c$. After an earlier decay the atom meets a turning point on the ground curve and stays bound. After a later decay it is moving outward with more energy than any point of the curve ahead requires, and it escapes, provided that it loses no energy on the way. The desorption probability per excitation is the probability that the decay comes after $t_c$:

$$P=\int_{t_c}^{\infty}\frac{1}{\tau}e^{-t/\tau}\,dt=e^{-t_c/\tau}.$$

The atom need not reach the breaking distance while excited. It has to collect enough energy, partly as motion and partly as stretch of the ground-state bond.

Solving the energy equation for $\dot x>0$ and integrating $dt=dx/\dot x$ gives

$$t_c=\sqrt{\frac{\mu}{2}}\int_0^{x_c}\frac{dx}{\sqrt{V_e(0)-V_e(x)}}.$$

Near $x=0$ the root behaves as $\sqrt{Fx}$, with $F=-V_e'(0)$, so the integral converges. If the force $F$ is constant up to $x_c$, the integral is $2\sqrt{x_c/F}$ and $t_c=\sqrt{2\mu x_c/F}$, the familiar time of uniform acceleration.

The condition $E_g(x_c)=D_e$ contains no mass, and neither does the integral. Mass enters through the factor $\sqrt\mu$ alone: both isotopes have the same kinetic energy at the same point, but the heavier one gets there later. With

$$r=\sqrt{\frac{\mu_D}{\mu_H}}$$

the critical times obey $t_{c,D}=r\,t_{c,H}$, and therefore

$$P_D=e^{-r\,t_{c,H}/\tau}=P_H^{\,r},\qquad \frac{P_H}{P_D}=e^{(r-1)t_{c,H}/\tau}=P_H^{-(r-1)}.$$

A modest delay is turned into a large ratio because it stands in an exponent, measured in lifetimes. From $\ln P\propto-\sqrt\mu/\tau$ the local sensitivity is

$$\frac{d\ln P}{d\ln\mu}=-\frac{t_c}{2\tau}.$$

For $\tau\gg t_c$ nearly every excitation desorbs the atom and the ratio tends to 1. For $\tau\ll t_c$ desorption is rare and the classical ratio grows without bound. The isotope effect is thus strong where desorption is improbable.

The relation $P_D=P_H^{\,r}$ survives a decay rate $\Gamma(x)$ that varies along the path. Then $dS/dt=-\Gamma(x(t))S$, and the survival probability at $t_c$ is

$$P=\exp\left[-\int_0^{t_c}\Gamma\,dt\right]=\exp\left[-\sqrt{\frac{\mu}{2}}\int_0^{x_c}\frac{\Gamma(x)\,dx}{\sqrt{V_e(0)-V_e(x)}}\right],$$

again with $\sqrt\mu$ as the only place for the mass. What is needed is that $\Gamma(x)$ and the potentials be the same for both isotopes. In a measured yield per incident electron, $Y=p_{\rm exc}P$, the excitation probability $p_{\rm exc}$ cancels from $Y_H/Y_D$ if it is common to both. It does not cancel from the power law, so $Y_H$ may not be put in place of $P_H$ there.

A solvable pair of curves gives the numbers. With $y=e^{-ax}$, let

$$V_g=D_e(1-y)^2=D_e-2D_ey+D_ey^2,\qquad V_e=V_0+D_ey^2.$$

The first is the Morse potential. The second keeps its repulsion and drops its attraction $-2D_ey$; the constant $V_0$ has no effect on the motion. At $x=0$, $y=1$, so

$$E_g=D_e(1-y^2)+D_e(1-2y+y^2)=2D_e(1-y).$$

This equals $D_e$ at $y=1/2$, that is, at $x_c=\ln2/a$. Expanding the Morse curve near its minimum gives $V_g\approx D_ea^2x^2=\tfrac12\mu\omega^2x^2$, hence $\omega=a\sqrt{2D_e/\mu}$. On the excited curve $\dot x=(\omega/a)\sqrt{1-e^{-2ax}}$. For $w=e^{ax}$ this becomes

$$\dot w=aw\dot x=\omega\sqrt{w^2-1},\qquad w=\cosh\omega t,$$

with $w=1$ at the start. The critical point is $w=2$, so

$$t_c=\frac{L}{\omega},\qquad L=\operatorname{arcosh}2=1.317.$$

The critical time is $L/2\pi$, about a fifth, of the vibrational period in the ground state.

The chosen parameters are $D_e=3$ eV and $a=16$ nm$^{-1}$, which put $x_c$ at 0.043 nm. The reduced masses are $1.616\times10^{-27}$ kg for hydrogen and $3.121\times10^{-27}$ kg for deuterium, so $r=1.390$. If the silicon atom were held by a rigid lattice, $\mu$ would be the mass of the light atom itself and $r$ would be 1.414. The harmonic quanta $\hbar\omega$ are 0.2569 eV and 0.1848 eV. With $\hbar=0.6582$ eV fs,

$$t_{c,H}=\frac{1.317\times0.6582}{0.2569}\ \text{fs}=3.374\ \text{fs},\qquad t_{c,D}=1.390\times3.374\ \text{fs}=4.69\ \text{fs}.$$

For $\tau=1$ fs, $P_H=e^{-3.37}=0.034$ and $P_D=e^{-4.69}=0.0092$. The ratio is $e^{0.390\times3.37}=3.7$, and the sensitivity for hydrogen is $-1.69$: one percent more mass lowers $P_H$ by about 1.7%.

A real bond does not start at rest at a point. Its zero-point motion spreads the starting position $x_0$ and velocity $v_0$, and so spreads the critical time. Put $\xi=ax_0$ and $\eta=av_0/\omega$. The energy on the excited curve, measured from $V_0$ in units of $D_e$, is

$$\varepsilon=e^{-2\xi}+\frac{\mu v_0^2}{2D_e}=e^{-2\xi}+\eta^2,$$

because $\omega^2/a^2=2D_e/\mu$. Energy conservation now reads $\dot w^2=\omega^2(\varepsilon w^2-1)$. Setting $\sqrt\varepsilon\,w=\cosh\varphi$ gives $\dot\varphi=\omega\sqrt\varepsilon$, where negative $\varphi$ describes inward motion before the turning point. The velocity is $\dot x=\dot w/(aw)=(\omega/a)\sqrt\varepsilon\tanh\varphi$, so the starting value is $\varphi_0=\operatorname{artanh}(\eta/\sqrt\varepsilon)$. After a decay at $y$ the ground-state energy in units of $D_e$ is $\varepsilon-y^2+(1-y)^2=\varepsilon+1-2y$. It reaches 1 at $y=\varepsilon/2$, where $w=2/\varepsilon$ and $\cosh\varphi=2/\sqrt\varepsilon$. Dividing the change of $\varphi$ by its rate gives

$$\theta\equiv\omega t_c=\frac{\operatorname{arcosh}(2/\sqrt\varepsilon)-\operatorname{artanh}(\eta/\sqrt\varepsilon)}{\sqrt\varepsilon}.$$

To first order in $\hbar$ it is enough to average $f=e^{-\theta/\omega\tau}$ over the Wigner distribution of the initial vibrational state. The formal reason is that $f$ is a smooth function of the starting point, while quantum corrections to its classical evolution, and to the classical criterion for escape, begin at order $\hbar^2$. The harmonic variances are $\langle x_0^2\rangle=\hbar/(2\mu\omega)$ and $\langle v_0^2\rangle=\hbar\omega/(2\mu)$. In the scaled variables they are equal:

$$\langle\xi^2\rangle=\langle\eta^2\rangle=\frac{a^2\hbar}{2\mu\omega}=\frac{\hbar\omega}{4D_e}\equiv\lambda.$$

The mean position is also displaced at this order. From $V_g=D_e(\xi^2-\xi^3+\dots)$ and the vanishing mean force in a stationary state, $2\langle\xi\rangle-3\langle\xi^2\rangle=0$, so $\langle\xi\rangle=3\lambda/2$. The mean velocity and the position-velocity correlation vanish. Expanding $f$ to second order about the origin, with subscripts for derivatives taken there, gives

$$\Delta\equiv\frac{\langle f\rangle}{f(0,0)}-1=-\frac{\lambda}{\omega\tau}\left[\tfrac32\theta_\xi+\tfrac12(\theta_{\xi\xi}+\theta_{\eta\eta})\right]+\frac{\lambda}{2\omega^2\tau^2}\left(\theta_\xi^2+\theta_\eta^2\right).$$

To this order $\Delta$ is also the change of $\ln P$.

For the derivatives write $A(\varepsilon)=\operatorname{arcosh}(2/\sqrt\varepsilon)$ and $g=A/\sqrt\varepsilon$, so that $\theta=g(\varepsilon)-\eta/\varepsilon+O(\eta^3)$. Differentiation gives

$$A'=-\frac{1}{\varepsilon\sqrt{4-\varepsilon}},\qquad A''=\frac{1}{\varepsilon^2\sqrt{4-\varepsilon}}-\frac{1}{2\varepsilon(4-\varepsilon)^{3/2}}.$$

At $\varepsilon=1$ these are $-1/\sqrt3$ and $5/(6\sqrt3)$, and therefore

$$g'=A'-\tfrac12A=-\frac{1}{\sqrt3}-\frac L2=-1.236,$$

$$g''=A''-A'+\tfrac34A=\frac{11}{6\sqrt3}+\frac{3L}{4}=2.046.$$

Since $\varepsilon_\xi=-2$, $\varepsilon_{\xi\xi}=4$, $\varepsilon_\eta=0$ and $\varepsilon_{\eta\eta}=2$ at the origin,

$$\theta_\xi=-2g',\quad\theta_{\xi\xi}=4g'+4g'',\quad\theta_\eta=-1,\quad\theta_{\eta\eta}=2g'.$$

The square bracket becomes $-3g'+2g'+2g''+g'=2g''$. With $\lambda=\hbar\omega/4D_e$ the result is

$$\ln P=-\frac{L}{\omega\tau}-\frac{g''\hbar}{2D_e\tau}+\frac{(4g'^2+1)\hbar}{8D_e\omega\tau^2}+O(\hbar^2).$$

The second term contains no mass and cancels from the isotope ratio. The third is half the variance of $t_c$, divided by $\tau^2$. It is positive because early arrivals gain more in an exponential average than late ones lose. It grows as $1/\omega\propto\sqrt\mu$, so it helps deuterium more than hydrogen and weakens the isotope effect. For $\tau=1$ fs the second term is $-0.22$ for both isotopes, and the third is $0.50$ for hydrogen and $0.69$ for deuterium. The corresponding spread of $t_c$ for hydrogen is $\sqrt{2\times0.50}$ fs, or 1.0 fs, which is as long as the lifetime itself. The corrected ratio is $3.73\,e^{0.50-0.69}\approx3.1$.

The one-dimensional quantum problem can also be solved without this expansion. Let $|0\rangle$ be the vibrational ground state on $V_g$, and let $|n\rangle$ and $E_n$ be the states and energies on $V_e$, with $c_n=\langle n|0\rangle$. If the electronic transitions leave the vibrational wave function unchanged, the probability of ending in the unbound states $|k\rangle$ of $V_g$, averaged over the decay time, is

$$P_q=\sum_k\sum_{n,m}\frac{\langle k|n\rangle c_n\,c_m^*\langle m|k\rangle}{1+i(E_n-E_m)\tau/\hbar}.$$

The factor $1/[1+i(E_n-E_m)\tau/\hbar]$ is the integral of $e^{-i(E_n-E_m)t/\hbar}$ with the density $p(t)$. Both Hamiltonians were diagonalized in a basis of sinc functions on a uniform grid from $x=-0.08$ to $0.40$ nm, with a spacing of 0.003 nm for hydrogen and a finer one for larger masses. Extending the grid to 0.80 nm changes the probabilities and ratios quoted below by less than 1%. The shorter grid pushes the highest bound level above $D_e$, and on the longer one the quantum ratios become 1.85, 3.19 and 8.2 and $P_H$ at 2 fs becomes 0.187; a grid ending at 1.6 nm changes these digits no further. The ratios $P_H/P_D$ are:

| $\tau$ (fs) | classical | first order in $\hbar$ | quantum |
|---|---|---|---|
| 2.0 | 1.93 | 1.84 | 1.85 |
| 1.0 | 3.73 | 3.07 | 3.20 |
| 0.5 | 13.9 | 6.4 | 8.3 |

At 2 fs the classical law gives $P_H=0.185$ against the quantum 0.188. So close an agreement is partly accidental, because the two first-order terms for hydrogen, $-0.11$ and $0.12$, nearly cancel; for deuterium the values are 0.096 and 0.101. At 1 fs the quantum probabilities are 0.043 and 0.0135, above the classical ones by 26% and 47% of the classical values. At 0.5 fs they are $3.4\times10^{-3}$ and $4.2\times10^{-4}$, about 3 and 5 times the classical values. There the variance term, which scales as $1/\tau^2$, has reached 2.0 for hydrogen, and an expansion that treats it as small cannot be trusted. The isotope effect remains strong, but $P_H^{-(r-1)}$ overstates it.

The classical limit can be approached by multiplying the mass by $s^2$ and the lifetime by $s$. This leaves $t_c/\tau$ unchanged and reduces $\lambda$ by the factor $s$, so $s\ln(P_q/P)$ should tend to the first-order coefficient, which for hydrogen at 1 fs is 0.275. On the grid that ends at 0.40 nm the wave-packet values are 0.233, 0.244, 0.256 and 0.262 for $s=1,2,4,8$. Removing the next order from the last two by linear extrapolation in $1/s$ gives 0.269, about 2% below the formula. The difference comes from the end of the grid, which shifts the levels close to the escape threshold. With the grid extended to 0.80 nm the values are 0.228, 0.250, 0.261 and 0.268, and the same extrapolation gives 0.275, in agreement with the formula.

In the opposite limit of very short lifetime the exponential law itself gives way. Let $H_g$ and $H_e$ be the vibrational Hamiltonians on the two curves. Shortly after excitation the amplitude in an unbound state is

$$\langle k|\psi(t)\rangle\approx-\frac{it}{\hbar}\langle k|H_e|0\rangle=-\frac{it}{\hbar}\langle k|V_e-V_g|0\rangle,$$

because $\langle k|H_g|0\rangle=0$ for two different eigenstates of $H_g$. Squaring this and using $\int_0^\infty t^2p(t)\,dt=2\tau^2$ gives

$$P_q\to\frac{2\tau^2}{\hbar^2}\sum_k\left|\langle k|V_e-V_g|0\rangle\right|^2\qquad(\tau\to0).$$

Unless the sum vanishes, this power of $\tau$ outlasts $e^{-t_c/\tau}$, and the isotope ratio tends to a finite value instead of growing without bound. For the present curves this limit is remote: the $\tau^2$ law holds only for lifetimes well below 0.01 fs, where $P_H$ is less than $10^{-14}$, and the limiting ratio is of order $10^5$. It is the zero-point spread, not this limit, that weakens the isotope effect at the lifetimes in the table. The initial state has no overlap with the unbound states, but the changed potential begins to create one at once, whereas a classical bond starting at rest cannot escape if the decay comes before $t_c$.

All of this concerns one excitation and one coordinate. The excited curve and the lifetimes were chosen to make the model solvable and are not fitted to the silicon-hydrogen bond, so the ratios illustrate the mechanism and do not predict measured yields. Energy lost to the lattice after the decay raises the energy that must be collected, and if the loss depends on the time the atom takes to leave, $x_c$ acquires a mass dependence. Desorption by many small vibrational excitations in succession is a different process, in which the lifetime of the vibration matters, and the relation $P_D=P_H^{\,r}$ has not been derived for it.
